# Capture of Drifting Adatoms by the Islands Bounding a Gap

## Problem

Atoms are deposited uniformly on the gap \(0<x<L\) between two islands. A landed atom diffuses with coefficient \(D\) and drifts to the right at speed \(v>0\), until it reaches an island edge and sticks there for good. Let \(p=vL/D\).

The atoms do not desorb or meet one another, \(L\) is fixed during the flight of an atom, and the hop length \(a\) is much smaller than both \(L\) and \(D/v\). Atoms that land on top of the islands are not counted.

**(a)** Find the probability \(u(x)\) that an atom landing at \(x\) ends at the left island.

**(b)** Show that the left island captures the fraction
\[
f(p)=\frac1p-\frac1{e^p-1}
\]
of the atoms landing in the gap, and confirm it from the steady adatom density.

**(c)** Find the limits of weak and strong drift, the landing point with even odds, and the mean lifetime of an adatom.

**(d)** The drift comes from a slope in the energy landscape of the surface. Which energies fix \(f\): those of the binding sites or those of the saddle points between them?

**(e)** An island has a gap \(L_1\) on its left and a gap \(L_2\) on its right, with the same \(v/D\) in both. How wide is its capture zone?

**(f)** Evaluate the results for Ag adatoms on Ag(111) at 200 K, between long parallel strip islands 50 nm apart. The saddle energy falls by 20 meV from left to right because of a strain gradient. Estimate what the model neglects.

## Solution

### (a) Splitting probability

Let an atom hop right at rate \(k_+\) and left at rate \(k_-\). Its next hop goes right with probability \(k_+/(k_++k_-)\) and left with probability \(k_-/(k_++k_-)\). After the hop, its chance of ending at the left is that of its new position, so
\[
(k_++k_-)\,u(x)=k_+u(x+a)+k_-u(x-a).
\]
Since \(a\) is small, \(u(x\pm a)\approx u\pm a u'+\tfrac12a^2u''\). The terms in \(u\) cancel, leaving
\[
a(k_+-k_-)\,u'+\tfrac12a^2(k_++k_-)\,u''=0 .
\]
The first coefficient is the mean displacement per unit time, \(v\). The second is half the mean squared hop length per unit time, \(D\). Hence
\[
Du''+vu'=0,\qquad u(0)=1,\quad u(L)=0 .
\]
The equation gives \(u'\propto e^{-vx/D}\), so \(u=A+Be^{-vx/D}\). The boundary conditions are \(A+B=1\) and \(A+Be^{-p}=0\). Subtracting them gives \(B=1/(1-e^{-p})\), and then \(A=-e^{-p}/(1-e^{-p})\). Therefore
\[
u(x)=\frac{e^{-vx/D}-e^{-p}}{1-e^{-p}} .
\]

### (b) Captured fraction

Uniform deposition gives every landing point the same weight, so \(f\) is the average of \(u\) over the gap. The exponential averages to
\[
\frac1L\int_0^L e^{-vx/D}\,dx=\frac{D}{vL}\left(1-e^{-p}\right)=\frac{1-e^{-p}}{p},
\]
and therefore
\[
f=\frac{1}{1-e^{-p}}\left[\frac{1-e^{-p}}{p}-e^{-p}\right]
=\frac1p-\frac{e^{-p}}{1-e^{-p}}
=\frac1p-\frac1{e^p-1}.
\]
The last step multiplies numerator and denominator by \(e^p\). This is the stated result. It holds atom by atom, so it does not require a steady state.

The steady density \(n(x)\) gives a second derivation. With deposition flux \(F\) and current \(J=vn-Dn'\), conservation of atoms requires \(J'=F\), or
\[
Dn''-vn'+F=0,\qquad n(0)=n(L)=0 .
\]
A particular solution is \(Fx/v\), and the homogeneous solutions are a constant and \(e^{vx/D}\). The condition at \(x=0\) leaves \(n=Fx/v+C(e^{vx/D}-1)\). The condition at \(x=L\) gives \(C=-FL/[v(e^p-1)]\), so
\[
n(x)=\frac Fv\left[x-L\,\frac{e^{vx/D}-1}{e^p-1}\right].
\]
At the left edge \(n=0\), so the current into the left island is \(-J(0)=Dn'(0)\). Dividing by the total supply \(FL\),
\[
\frac{Dn'(0)}{FL}=\frac{D}{vL}\left[1-\frac{vL/D}{e^p-1}\right]=\frac1p-\frac1{e^p-1}.
\]

A random walk gives a direct comparison. For \(p=2\) the formula gives 0.3435, while 40,000 walkers on a gap of 50 hop lengths gave \(0.3402\pm0.0024\) (one standard error). Part of the difference is due to the lattice. With \(M\) hops across the gap, walkers start on the \(M-1\) inner sites. The trapezoidal rule, with end values 1 and 0, gives \(\frac1M\left[\sum_{i=1}^{M-1}u_i+\frac12\right]\approx f\), with an error of order \(1/M^2\). The average over inner sites is then
\[
\frac{Mf-\frac12}{M-1}=f+\frac{f-\frac12}{M-1}.
\]
For \(M=50\) the shift is \(-0.0032\), which makes the expected value 0.3403.

### (c) Limits, even odds and lifetime

The identity \(1/(e^p-1)=\tfrac12\coth(p/2)-\tfrac12\) turns the result into
\[
f=\frac12+\frac1p-\frac12\coth\frac p2 .
\]
The last two terms are odd in \(p\), so \(f(p)+f(-p)=1\). Reversing the drift exchanges the roles of the islands, as it must.

**Weak drift.** With \(\coth z=1/z+z/3-z^3/45+\dots\) and \(z=p/2\),
\[
\frac12\coth\frac p2=\frac1p+\frac p{12}-\frac{p^3}{720}+\dots,
\qquad
f=\frac12-\frac p{12}+\frac{p^3}{720}-\dots
\]
The value at \(p=0\) is therefore \(1/2\), by continuity. The coefficient \(1/12\) is small, so a drift with \(p\) near 1 moves less than a tenth of the atoms from one island to the other.

**Strong drift.** For \(p\gg1\) the second term of \(f\) is exponentially small and \(f\approx1/p\). The left island then collects the equivalent of all atoms from a strip of width \(fL\approx D/v\), whatever the size of the gap. Over this distance diffusion can still compete with drift.

**Even odds.** Setting \(u(x^*)=\tfrac12\) gives \(e^{-vx^*/D}=e^{-p}+\tfrac12(1-e^{-p})=\tfrac12(1+e^{-p})\), so
\[
x^*=-\frac Lp\,\ln\frac{1+e^{-p}}2 .
\]
This point differs from the effective width \(fL\). For strong drift, \(x^*\to(D/v)\ln2\) while \(fL\to D/v\). The width \(fL\) counts atoms, including those that start beyond \(x^*\) and still reach the left island. The point \(x^*\) marks where the more likely destination changes.

**Lifetime.** While an atom is free, its mean position advances at speed \(v\), so its mean displacement is \(v\) times its mean lifetime. Averaged over landing points, the atom starts at \(L/2\) and ends at \(0\cdot f+L(1-f)\). Hence
\[
v\tau=L(1-f)-\frac L2,\qquad \tau=\frac{L}{v}\left(\frac12-f\right).
\]
For weak drift \(\tfrac12-f\approx p/12\), and \(\tau\to L^2/(12D)\).

### (d) Binding energies and saddle energies

Number the sites \(i=0,\dots,M\), with the islands at the two ends. Let \(E_i\) be the binding-site energies and \(S_{i+1/2}\) the saddle energies between neighbours. With Arrhenius rates and a common prefactor \(\nu\), an atom on site \(i\) has
\[
k_\pm=\nu\exp\left[-\frac{S_{i\pm1/2}-E_i}{k_BT}\right].
\]
The one-hop condition of part (a) can be written as
\[
k_+(u_i-u_{i+1})=k_-(u_{i-1}-u_i).
\]
The factor \(\nu e^{E_i/k_BT}\) stands on both sides and cancels. What remains says that \((u_i-u_{i+1})\,e^{-S_{i+1/2}/k_BT}\) is the same for every bond, or
\[
u_i-u_{i+1}\propto e^{S_{i+1/2}/k_BT}.
\]
In this model the saddle energies alone determine \(u\), and hence \(f\). A deep binding site delays the atom but does not affect where it goes next.

If the saddle energy falls uniformly by \(\Delta S\) across the gap, successive differences shrink by the factor \(q=e^{-\Delta S/(Mk_BT)}\). Summing the geometric series from site \(i\) to the right end, and normalising to \(u_0=1\),
\[
u_i=\frac{q^i-q^M}{1-q^M},\qquad q^i=e^{-(\Delta S/k_BT)\,x/L}.
\]
This is the result of part (a) with
\[
p=\frac{\Delta S}{k_BT}.
\]
It remains true when \(D\) varies from place to place through the binding energies, because \(v\) and \(D\) then vary in proportion. If only the binding energy slopes, all differences are equal, \(u\) is a straight line and \(f=\tfrac12\).

Both statements were tested by solving the rate equations on 2000 bonds. With a saddle drop of \(2k_BT\), the left fraction was 0.3434 both for smooth binding energies and after random shifts of up to \(\pm k_BT\) had been added to them. With flat saddles and a binding-energy drop of \(2k_BT\), it was 0.5000.

### (e) Capture zone of one island

The island is the right-hand end of gap \(L_1\) and the left-hand end of gap \(L_2\). With \(p_j=vL_j/D\), its capture zone has width
\[
W=L_1[1-f(p_1)]+L_2f(p_2).
\]
Since \(L_1/p_1=L_2/p_2=D/v\), these two terms cancel and
\[
W=L_1+\frac{L_1}{e^{p_1}-1}-\frac{L_2}{e^{p_2}-1}.
\]
When both \(p_j\) are large, \(W\approx L_1\): the island is fed at a rate set by the gap upstream of it. For weak drift, the expansion of part (c) gives
\[
W\approx\frac{L_1+L_2}2+\frac{v}{12D}\left(L_1^2-L_2^2\right).
\]
The first term is the usual zone bounded by the midpoints of the gaps. Drift thus ties the growth of an island more closely to its upstream gap than to its downstream one.

### (f) Silver on Ag(111)

**Reduction to one dimension.** The strips are long and the strain varies across the gap only, so \(u\) does not depend on the coordinate along the strips, and the equation of part (a) applies. For hops of length \(a\) in directions spread evenly over the surface, the mean square of the \(x\) component is \(a^2/2\). With total hop rate \(\Gamma\) this gives \(D=\tfrac12\Gamma a^2/2=\Gamma a^2/4\).

**Inputs.** These are rough typical values: hop barrier 0.10 eV, prefactor \(10^{12}\ \mathrm{s^{-1}}\) for the total hop rate, and hop length 0.29 nm (entered as 0.289 nm), the spacing of the surface atoms. Hops between neighbouring hollow sites are shorter by a factor \(\sqrt3\). At the same hop rate they would make \(D\) three times smaller and \(\tau\) three times longer, but leave \(f\) practically unchanged. The saddle energy is assumed to change by 2 eV per unit strain, and the strain by 1% across the gap, which gives \(\Delta S=20\) meV. For \(D\) and \(\tau\), the binding energy is taken to shift in parallel with the saddle energy, so that \(D\) is uniform.

**Captured fraction.** At 200 K, \(k_BT=17.23\) meV (the four-digit values below use the unrounded \(k_BT\), which gives \(p=1.1605\)), so
\[
p=\frac{20.0}{17.23}\approx1.16,\qquad f=0.8617-\frac1{2.1914}=0.8617-0.4563=0.405 .
\]
The left island takes about 41% of the atoms and the right island 59%. The weak-drift estimate \(\tfrac12-p/12=0.403\) is already close. The effective width is \(fL=20.3\) nm, and the even-odds point lies at \(x^*=18.1\) nm.

**Times and densities.** The diffusion coefficient is
\[
D=10^{12}\,e^{-100/17.23}\,\frac{(0.289)^2}{4}=6.3\times10^{7}\ \mathrm{nm^2/s}=6.3\times10^{-7}\ \mathrm{cm^2/s}.
\]
Then \(v=pD/L=1.46\times10^6\) nm/s and \(D/v=43\) nm. The mean lifetime is
\[
\tau=\frac{50\,(0.5-0.4054)}{1.46\times10^6}\ \mathrm{s}\approx3.2\ \mu\mathrm{s}.
\]
At a flux of \(10^{-3}\) monolayers per second, the mean adatom coverage of the gap is \(F\tau=3.2\times10^{-9}\) monolayers.

**Neglected effects.** The changes of \(f\) below are absolute.

- *Discrete sites.* With 173 bonds across the gap \(f\) changes by \(-0.00055\), and with 346 bonds by \(-0.00027\), in line with the shift found in part (b).
- *Uneven strain.* If the saddle slope is 50% steeper at the left edge and 50% flatter at the right, with the same total drop, \(f\) changes by \(-0.004\).
- *Edge barrier.* On a one-dimensional row of 173 bonds, an extra 0.02 eV at the last saddle before the left island changes \(f\) by \(-0.0085\). By part (d), the drop of \(u\) across that bond grows by the factor \(e^{20/17.23}=3.19\) relative to the drops across the other bonds. All drops together must still add up to 1, so the others shrink, which lowers \(u\) at all inner sites. The size of the change depends on the hop geometry: with the shorter hops between hollow sites, the last bond carries a smaller share of the total drop, and the same barrier changes \(f\) by less.
- *Growth of the strips.* A dose of 0.01 monolayer narrows the gap by 1%. At fixed strain gradient \(p\) falls by 1%, and \(f\) rises by 0.0009.
- *Nucleation.* Suppose that pairs form at the rate \(\sigma Dn^2\) per area, with an assumed capture number \(\sigma=3\), and that every pair survives. A patch 50 nm by 50 nm then gains about 0.01 nuclei during this dose. Because \(\sigma\) is assumed, this is only an order of magnitude. A gap about a hundred times longer than it is wide would gain of the order of one.
- *Evaporation.* For an assumed adatom formation energy of 0.6 eV, the adatom density in equilibrium with the island edges is \(2\times10^{-7}\) of the mean density, so capture is effectively irreversible. Desorption, with an assumed energy of 2 eV, is negligible.

**Relation to real surfaces.** A low hop barrier, of the order of 0.1 eV, is characteristic of Ag(111). The strain change of 1% over 50 nm is steep and was chosen to make the drift visible. With a tenth of it, \(p=0.116\) and \(f\approx0.490\), which is within 0.01 of an even split. The strain coupling is the least certain input: halving it gives \(f=0.45\), and doubling it gives \(f=0.32\). The real coupling may lie outside this range: a simple second-moment tight-binding potential for silver gives only about 0.6 eV per unit biaxial strain, for which \(f\approx0.47\). These changes exceed the corrections to \(f\) listed above, but the edge barrier of 0.02 eV is an assumed value and its effect grows exponentially: 0.05 eV would change \(f\) by about \(-0.06\) on the same row of 173 bonds. For a given saddle drop, the hop barrier and a prefactor common to all bonds affect \(\tau\) but not \(f\); a prefactor that changes with the strain from bond to bond would shift \(p\), and hence \(f\). The straight, parallel strips are also an idealisation. Compact islands pose a two-dimensional capture problem, whose effect on \(f\) is not estimated here. The remaining printed values are in the numerical output.

## Values computed for the example and the checks

```
TESTS
largest lattice error of f, 2000 bonds: 1.9e-04
f at p = 2, formula: 0.3435
f at p = 2, random walk: 0.3402 +- 0.0024
f at p = 2, lattice, ordered binding: 0.3434
f at p = 2, lattice, disordered binding: 0.3434
f with slope in binding energy only: 0.5000
INPUTS (rough typical values)
temperature: 200 K;  gap: 50 nm;  hop length: 0.289 nm
hop barrier: 0.10 eV;  prefactor: 1e+12 1/s
saddle coupling: 2.0 eV per unit strain
strain change across gap: 1.0 %
flux: 1e-03 ML/s;  dose: 0.01 ML
RESULTS
kT: 17.23 meV
saddle energy drop across gap: 20.0 meV
p: 1.1605
exp(p) - 1: 2.1914
1/p: 0.8617;  1/(exp(p)-1): 0.4563
left fraction f: 0.4054;  right fraction: 0.5946
weak-drift estimate 1/2 - p/12: 0.4033
effective left capture width f L: 20.27 nm
even-odds point x*: 18.12 nm
D: 6.31e+07 nm2/s = 6.31e-07 cm2/s
drift speed v: 1.46e+06 nm/s;  D/v: 43.1 nm
mean adatom lifetime: 3.23 microseconds
mean adatom coverage in gap: 3.2e-09 ML
NEGLECTED EFFECTS
bias per hop length, p a/L: 0.0067
lattice, 173 bonds, change of f: -0.00055
lattice, 346 bonds, change of f: -0.00027
slope uneven by +-50 %, change of f: -0.0036
left edge barrier 0.02 eV, change of f: -0.0085
gap narrowed by the dose, change of f: +0.00091
capture number assumed for nucleation: 3
nuclei per L x L patch during the dose: 1.1e-02
adatom formation energy at edges: 0.6 eV
edge vapour / mean adatom density: 2.4e-07
desorption energy: 2.0 eV
fraction desorbed: 1.3e-44
f if coupling is halved: 0.4519
f if coupling is doubled: 0.3220
```
